Self-energy of a charge at the centre of a dielectric slab

**1. One face**

Let a point charge q sit at the origin, in a dielectric that fills the half-space z < h. The region z > h is vacuum. The dielectric is uniform, isotropic and linear, with dielectric constant ε > 1. Atomic units are used, in which a charge q in vacuum has the potential q/r. The potential φ vanishes at infinity and obeys

∇·(ε_loc ∇φ) = −4π q δ(r), (1)

where ε_loc is ε in the dielectric and 1 in vacuum. At the face, φ must be continuous, which makes the tangential field continuous. The normal displacement must also be continuous, because the face carries no free charge. This second condition says that ε_loc ∂φ/∂z has the same value on both sides.

Write ρ for the distance from the z axis, and let

R₁ = √(ρ² + z²), R₂ = √(ρ² + (z − 2h)²).

R₁ is the distance from the charge and R₂ the distance from its mirror point at z = 2h. Try

φ = (1/ε)(q/R₁ + q′/R₂) for z < h,
φ = q″/R₁ for z > h. (2)

The mirror point lies in the vacuum, outside the region where its term is used, so equation (1) holds on each side for any q′ and q″. The face fixes these two constants. At z = h both distances equal R = √(ρ² + h²), and

∂(1/R₁)/∂z = −h/R³, ∂(1/R₂)/∂z = +h/R³.

The two face conditions become

(q + q′)/ε = q″, −q + q′ = −q″. (3)

The second gives q″ = q − q′. Inserting this in the first gives q + q′ = ε(q − q′), so that

q′ = L q, q″ = 2q/(ε + 1), L = (ε − 1)/(ε + 1). (4)

For later use, the definition of L gives

1 + L = 2ε/(ε + 1), 1 − L = 2/(ε + 1). (5)

Since ε > 1, L lies between 0 and 1 and the image has the sign of the charge. The charge is therefore repelled by the face: it has less dielectric around it than in an infinite medium, and so less polarisation to lower its energy.

**2. From potential to energy**

The electrostatic energy of a point charge is infinite, but the change caused by a face is finite. To isolate it, spread q over a small sphere of radius a, with density n(r). Build the charge up in proportion, so that at stage λ the density is λn, with λ running from 0 to 1. The medium is linear, so the potential at that stage is λφ, and adding dλ n costs the work dλ λ ∫ n φ dV. The total work is

W = ∫₀¹ λ dλ ∫ n φ dV = ½ ∫ n φ dV. (6)

Now split φ into the potential that the same density would have in an infinite medium of the same ε, and the remainder φ_ind. The first part gives the bulk energy, which diverges as a → 0. The second is smooth near the charge and tends to its value there. Subtracting the bulk energy before letting a → 0 leaves

U = ½ q φ_ind(0). (7)

The factor ½ arises because φ_ind grows with the charge that causes it.

This U is the polarisation self-energy treated here. It compares the charge in the finite dielectric with the same charge in an infinite one. It is not the energy of bringing the charge in from vacuum, which also contains the bulk energy and depends on the radius a.

For one face, equations (2) and (4) give φ_ind(0) = Lq/(2εh), and hence

U_one face = L q²/(4εh). (8)

**3. Two faces and the image series**

Now let the dielectric be a slab −d/2 < z < d/2, infinite in its plane, with vacuum on both sides and the charge at its centre. Each face is at distance h = d/2. If each acted as though the other were absent, equation (8) would give a total of

2 × L q²/(2εd) = L q²/(εd). (9)

This is incomplete, because the image that corrects one face spoils the conditions at the other.

Reflection in the upper face takes a point z₀ to d − z₀, and reflection in the lower face takes it to −d − z₀. The charge at 0 first produces images at +d and −d, each of strength Lq. Seen from the upper face, the image at −d is a source on the dielectric side. The matching in equation (3) applies to it with a new distance from the face, and gives a further image at 2d of strength L²q. In general, the source at −(n − 1)d has its mirror point at nd, and each reflection multiplies the strength by L. The lower face works in the same way. The potential in the slab is therefore

φ_in = (q/ε) Σ_{n=−∞}^{∞} L^|n| / √(ρ² + (z − nd)²). (10)

Above the slab, the transmitted field comes from the charge and from the images below it. Each is multiplied by the factor 2/(ε + 1) of equation (4):

φ_out = [2q/(ε + 1)] Σ_{n=0}^{∞} Lⁿ / √(ρ² + (z + nd)²), z > d/2. (11)

Below the slab, z is replaced by −z.

These expressions can be checked directly. In the slab, the term n = 0 gives the source in equation (1), and all other images lie at |z| ≥ d, outside the slab. In equation (11) every source lies at z ≤ 0, outside the region z > d/2. The series and their derivatives converge at least as fast as a geometric series, so they may be differentiated term by term.

At the upper face, pair the source at −nd with the image at (n + 1)d, for n = 0, 1, 2, and so on. Both are at the distance a_n = (n + ½)d from the face. With R_n = √(ρ² + a_n²),

φ_in = (q/ε) Σ_{n≥0} (Lⁿ + Lⁿ⁺¹)/R_n = (q/ε)(1 + L) Σ_{n≥0} Lⁿ/R_n. (12)

By equation (5), (1 + L)/ε = 2/(ε + 1), which is the prefactor of φ_out. The potential is continuous. For the displacement, the source below the face contributes −a_n/R_n³ and the image above it +a_n/R_n³, so

ε ∂φ_in/∂z = q Σ_{n≥0} (−Lⁿ + Lⁿ⁺¹) a_n/R_n³ = −q(1 − L) Σ_{n≥0} Lⁿ a_n/R_n³. (13)

Since 1 − L = 2/(ε + 1), this equals ∂φ_out/∂z at the face. The lower face follows from the symmetry z → −z.

The solution is also unique among potentials that fall off at least as 1/r, with fields that fall off at least as 1/r². The difference u of two such solutions has no source. Multiplying its equation by u and integrating by parts gives

∫ ε_loc |∇u|² dV = surface term at infinity. (14)

The integrand of the surface term falls as 1/r³ while the area grows as r², so the term vanishes. Then u is constant, and the constant is zero. The image solution belongs to this class, because its coefficients have finite sums and, far away, every image used is at a distance of at least ρ (in the slab) or r (above it).

**4. The potential far away**

The strengths in equation (10) add up to

Σ_{n=−∞}^{∞} L^|n| = 1 + 2L/(1 − L) = (1 + L)/(1 − L) = ε. (15)

When ρ is much larger than the extent of the important images, all distances in equation (10) are close to ρ, and

φ_in → (q/ε) × ε/ρ = q/ρ. (16)

At large in-plane distance the slab does not screen the charge, because the field there runs mainly through the vacuum.

The distance needed can be estimated. The strengths fall as Lⁿ = exp(−n ln(1/L)), and for large ε

ln(1/L) = ln[(1 + 1/ε)/(1 − 1/ε)] ≈ 2/ε. (17)

About ε/2 images on each side are thus important, and equation (16) requires ρ ≫ εd/2. The same number governs the convergence of the self-energy.

**5. Summing the series**

The induced potential at the charge is what remains of equation (10) after the bulk potential, the term n = 0, is removed. On the axis, the images ±n are both at the distance nd, so

φ_ind(0) = (2q/(εd)) Σ_{n=1}^{∞} Lⁿ/n. (18)

To sum the series and control its truncation together, start from the finite geometric sum

Σ_{n=1}^{N} tⁿ⁻¹ = (1 − t^N)/(1 − t).

Integrating from t = 0 to t = L gives

Σ_{n=1}^{N} Lⁿ/n = −ln(1 − L) − r_N, r_N = ∫₀^L t^N/(1 − t) dt. (19)

In the integrand, 1/(1 − t) is at most 1/(1 − L), so

0 < r_N < L^{N+1}/[(N + 1)(1 − L)]. (20)

The bound tends to zero as N grows, because L < 1. With 1 − L = 2/(ε + 1) from equation (5),

Σ_{n=1}^{∞} Lⁿ/n = −ln(1 − L) = ln((ε + 1)/2). (21)

Equations (7), (18) and (21) now give

U = ½ q × (2q/(εd)) ln((ε + 1)/2) = (q²/(εd)) ln((ε + 1)/2). (22)

The two sides of the slab supply a factor 2, and the charging process supplies the factor ½. The estimate (9), with two independent faces, is the first term of the series.

**6. The same result without images**

A second derivation solves the slab separately for each in-plane wavevector k. Write

φ(ρ, z) = ∫ d²k/(2π)² exp(i**k**·**ρ**) g(k, z).

In the slab, equation (1) becomes

ε(g″ − k²g) = −4πq δ(z), (23)

where primes denote derivatives with respect to z. Integrating across z = 0 shows that g′ jumps by −4πq/ε. The bulk solution with this jump is P exp(−k|z|), whose slope changes by −2kP, so P = 2πq/(εk). The faces add a source-free part that is even in z:

g = P exp(−k|z|) + A cosh(kz), |z| < d/2. (24)

In the vacuum above, g decays as exp(−kz), so g′ = −kg there. Continuity of g and of ε_loc g′ then requires εg′ = −kg on the inner side of the face z = h = d/2. Inserting equation (24) and dividing by k gives

ε[−P e^(−kh) + A sinh(kh)] = −P e^(−kh) − A cosh(kh),

or, after collecting terms,

A[ε sinh(kh) + cosh(kh)] = (ε − 1)P e^(−kh). (25)

The bracket can be written as

½[(ε + 1)e^(kh) − (ε − 1)e^(−kh)] = ½(ε + 1)e^(kh)[1 − L e^(−kd)],

where 2h = d has been used. Therefore

A = 2P L e^(−kd)/[1 − L e^(−kd)]. (26)

At the charge, the induced part of g is A. The angular integral turns d²k/(2π)² into k dk/(2π), and kP/(2π) = q/ε, so

φ_ind(0) = (2q/ε) ∫₀^∞ L e^(−kd)/[1 − L e^(−kd)] dk. (27)

Substitute t = L e^(−kd), for which dk = −dt/(td). The limits k = 0 and k = ∞ become t = L and t = 0, and

φ_ind(0) = (2q/(εd)) ∫₀^L dt/(1 − t) = (2q/(εd)) ln((ε + 1)/2). (28)

This agrees with equations (18) and (21). Expanding the denominator of equation (27) in powers of L e^(−kd) and integrating each term recovers the image series: the power n gives Lⁿ/(nd). The numerical check solves the matching equations numerically at each k and confirms U both from the induced potential and from the difference in field energy between slab and bulk.

**7. Dependence on thickness and dielectric constant**

At fixed ε, U is proportional to 1/d. It vanishes for a thick slab, as it must when the reference is the infinite medium.

For weak contrast, ln((ε + 1)/2) = ln(1 + (ε − 1)/2) ≈ (ε − 1)/2, so to leading order

U ≈ q²(ε − 1)/(2d), ε → 1. (29)

The first pair of images gives this on its own, since L ≈ (ε − 1)/2 and later pairs are of higher order in ε − 1. For strong contrast,

U ≈ (q²/(εd)) ln(ε/2), ε → ∞. (30)

The images approach the full strength q, but their potentials are divided by ε. The number of important images grows in proportion to ε, while the sum of 1/n over them grows only logarithmically. U therefore tends to zero in this limit too.

Between the limits there is a maximum. Differentiating equation (22) at fixed d gives

dU/dε = (q²/(ε²d)) f(ε), f(ε) = ε/(ε + 1) − ln((ε + 1)/2). (31)

The derivative of f is

f′(ε) = 1/(ε + 1)² − 1/(ε + 1) = −ε/(ε + 1)² < 0. (32)

Since f(1) = ½ and f tends to −∞ for large ε, f has a single zero above ε = 1. U rises up to this point and falls beyond it. The numerical root is ε = 3.31, whatever the thickness.

**8. A numerical example**

Take the round model parameters q = e, ε = 10 and d = 10 Å. With energies in eV and lengths in Å in place of atomic units, e² = 14.40 eV Å. The image factor is L = 9/11 = 0.818, and the two factors of equation (22) are

e²/(εd) = 14.40/(10 × 10) = 0.1440 eV,
ln((ε + 1)/2) = ln 5.5 = 1.705.

Their product is

U = 0.1440 × 1.705 = 0.2455 eV, or 0.0090 hartree. (33)

The induced potential at the charge is twice as large in number, 0.491 V, as equation (7) requires. At d = 20 Å the self-energy is half as large, 0.123 eV.

The first pair of images gives 0.1440 × 0.818 = 0.118 eV, or 48% of U. Treating the faces as independent thus misses about half of the self-energy here. Five pairs give 0.219 eV (89%), ten give 0.239 eV (97.5%) and twenty give 0.245 eV (99.8%). This slow approach follows from equation (17): with ε/2 = 5, the strengths fall by a factor of about e over five images.

At the same thickness, d = 10 Å, the dielectric constant changes U as follows:

ε = 2: 0.292 eV
ε = 3: 0.333 eV
ε = 5: 0.316 eV
ε = 10: 0.245 eV
ε = 20: 0.169 eV
ε = 50: 0.093 eV

The maximum, at ε = 3.31, is 0.334 eV. A larger dielectric constant therefore does not by itself imply a larger self-energy.

**9. Where the result applies**

Equation (22) holds for the central position. If the charge is at a small distance s from one face, equation (8) with h = s gives the contribution of the nearest image, Lq²/(4εs). This grows without limit as s → 0, and the other images must be placed afresh. The growth also marks a failure of the model, since a real charge has a finite extent and a real surface is not a sharp step in ε.

The slab must be thick enough for a uniform dielectric constant to describe its response. For a layer one or a few atoms thick, neither ε nor d is sharply defined, and the 1/d law should not be extrapolated to such a layer without a microscopic calculation. The value of ε must also suit the process. If the ions have time to respond, their polarisation belongs in ε; if the charge appears too quickly for them to move, only the electronic response does.

Finally, U belongs to one isolated charge. A periodic supercell with a charged defect also contains the interaction of the charge with its repeated copies and with whatever compensating charge makes the cell neutral. Equation (16) shows why bulk screening is a poor guide to this interaction: in a single slab with unbounded vacuum on both sides, two charges at the centre interact as q²/ρ, not as q²/(ερ), at in-plane separations much larger than εd/2. In a supercell the slab itself is repeated across a vacuum gap g, and this unscreened form is approached only if g is much larger than εd. At separations large compared with both εd/2 and d + g, the stack acts as a uniaxial medium with ε_∥ = (εd + g)/(d + g) along the layers and ε_⊥ = (d + g)/(d/ε + g) across them, and the in-plane interaction tends to q²/(√(ε_∥ε_⊥) ρ). For ε = 10 and g = 2d this is 0.42 q²/ρ, between the bulk and the unscreened values. The interactions with the copies and with the compensating charge have to be removed first. Even then, equation (22) describes only the polarisation part of the energy difference between the defect in the slab and the same defect in the bulk, not the supercell energy itself.

Table of computed values

```
e^2 in vacuum Coulomb law: 14.3996 eV angstrom
charge: 1 e; eps: 10; thickness d: 10 angstrom
image factor L: 0.81818
image n=1: strength 0.81818 e at distance 10 angstrom
image n=2: strength 0.66942 e at distance 20 angstrom
image n=3: strength 0.54771 e at distance 30 angstrom
ln((eps+1)/2): 1.70475
prefactor e^2/(eps d): 0.14400 eV
induced potential at the charge: 0.49096 V
self-energy U, closed formula: 0.24548 eV
self-energy U, converted: 0.009021 hartree
U from k-space potential, no images: 0.24548 eV
U from field-energy difference: 0.24548 eV
U with 1 image pairs: 0.11782 eV, fraction of full U 0.4799
U with 2 image pairs: 0.16601 eV, fraction of full U 0.6763
U with 5 image pairs: 0.21899 eV, fraction of full U 0.8921
U with 10 image pairs: 0.23942 eV, fraction of full U 0.9753
U with 20 image pairs: 0.24500 eV, fraction of full U 0.9981
U with 40 image pairs: 0.24547 eV, fraction of full U 1.0000
eps=1.5, d=10 angstrom: U = 0.21421 eV
eps=2.0, d=10 angstrom: U = 0.29193 eV
eps=3.0, d=10 angstrom: U = 0.33270 eV
eps=5.0, d=10 angstrom: U = 0.31639 eV
eps=10.0, d=10 angstrom: U = 0.24548 eV
eps=20.0, d=10 angstrom: U = 0.16929 eV
eps=50.0, d=10 angstrom: U = 0.09327 eV
eps at maximum U: 3.3111
maximum U at d=10 angstrom: 0.33402 eV
U for eps=10, d=20 angstrom: 0.12274 eV
largest relative deviation, potential test: 1.6e-13
largest relative deviation, field-energy test: 1.6e-13
```
